# Miniband width from belly and neck Shubnikov-de Haas frequencies: verification in Python

```python
"""
Result under test: for a superlattice with the magnetic field along its growth
axis and the Fermi level above the lowest miniband (below the second one),
    F_belly - F_neck = m * Delta / (hbar * e).
F_belly, F_neck: Shubnikov-de Haas frequencies (T) of the largest and smallest
Fermi-surface sections; m: in-plane mass; Delta: full miniband width.
Energies called 'band' or 'fermi' are in meV from the miniband bottom.
The oscillating signal is the density of states at the Fermi level, obtained
from an explicit sum over Landau levels, relative to its zero-field value.
Structure parameters are rough typical values for GaAs/(Al,Ga)As.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ndtr

hbar, e, me, h = const.hbar, const.e, const.m_e, const.h
mass = 0.067                       # in-plane mass / free-electron mass
well, barrier = 6.0, 3.5           # nm
period = well + barrier
step = 0.25                        # conduction-band step, eV
fermi = 55.0                       # meV above miniband bottom
sigma = 1.0                        # Gaussian level broadening, meV
b_min, b_max = 1.5, 8.0            # T
gap, valence_step = 1.52, 0.13     # eV, used only for the mass correction
H2 = hbar**2 / (2 * me) / e * 1e18         # eV nm^2
cyc = 1e3 * hbar / (mass * me)             # cyclotron energy per tesla, meV/T


# ---------- miniband from plane waves ----------
def plane_wave_levels(theta, n_max=30):
    """Lowest two levels (eV) at Bloch phase theta = k_z * period."""
    n = np.arange(-n_max, n_max + 1)
    diff = n[:, None] - n[None, :]
    # barrier centred at the origin: sinc(x) = sin(pi x)/(pi x)
    ham = step * barrier / period * np.sinc(diff * barrier / period)
    ham = ham + np.diag(H2 / mass * ((theta + 2 * np.pi * n) / period)**2)
    return np.linalg.eigvalsh(ham)[:2]


bottom = plane_wave_levels(0.0)[0]
top = plane_wave_levels(np.pi)[0]
delta = 1e3 * (top - bottom)
second_bottom = 1e3 * (min(plane_wave_levels(t)[1]
                           for t in np.linspace(0, np.pi, 41)) - bottom)
assert delta < fermi < second_bottom

M = 48
theta_mid = (np.arange(M) + 0.5) * np.pi / M
band = np.array([1e3 * (plane_wave_levels(t)[0] - bottom) for t in theta_mid])
assert np.all(np.diff(band) > 0)
orders = np.arange(16)
coef = 2 / M * np.cos(np.outer(orders, theta_mid)) @ band
coef[0] /= 2


def band_at(theta):
    return np.tensordot(coef, np.cos(np.multiply.outer(orders, theta)), 1)


def band_curvature(theta):
    return -np.sum(coef * orders**2 * np.cos(orders * theta))


assert abs(band_at(0.0)) < 1e-3 and abs(band_at(np.pi) - delta) < 1e-3


# ---------- miniband edges from matching at the interfaces ----------
def constant_masses(energy):
    return mass, mass


def two_band_masses(energy):
    return (mass * (energy + gap) / gap,
            mass * (energy + gap + valence_step) / gap)


def bloch_cosine(energy, k_plane_sq, masses):
    mw, mb = masses(energy)
    k = np.sqrt(mw * energy / H2 - k_plane_sq)
    kappa = np.sqrt(mb * (step - energy) / H2 + k_plane_sq)
    ratio = (kappa / mb) / (k / mw)
    return (np.cos(k * well) * np.cosh(kappa * barrier)
            + 0.5 * (ratio - 1 / ratio)
            * np.sin(k * well) * np.sinh(kappa * barrier))


def edge_energy(sign, masses):
    return brentq(lambda en: bloch_cosine(en, 0.0, masses) - sign, 1e-3, 0.14)


def edge_k_plane_sq(energy, sign, masses):
    """Squared in-plane Fermi wavevector (nm^-2); sign +1 belly, -1 neck."""
    total = masses(energy)[0] * energy / H2
    k = brentq(lambda q: bloch_cosine(energy, total - q * q, masses) - sign,
               1e-3, np.pi / well, xtol=1e-13)
    return total - k * k


def area_frequency(k_plane_sq):
    return hbar * np.pi * k_plane_sq * 1e18 / (2 * np.pi * e)


delta_match = 1e3 * (edge_energy(-1, constant_masses)
                     - edge_energy(1, constant_masses))
assert abs(delta_match - delta) < 0.02
f_belly, f_neck = [area_frequency(edge_k_plane_sq(bottom + fermi / 1e3, s,
                                                  constant_masses))
                   for s in (1, -1)]
split_formula = mass * me * delta * 1e-3 * e / (hbar * e)
assert abs(f_belly - f_neck - split_formula) < 0.02


# ---------- explicit Landau-level sums ----------
def scaled_levels(energy, field, bands, width):
    hw = cyc * field
    n = np.arange(int((np.max(energy) + 8 * width) / hw.min()) + 2)
    return (energy[:, None, None] - bands[None, :, None]
            - (n + 0.5)[None, None, :] * hw[:, None, None]) / width


def landau_dos(energy, field, bands=band, width=sigma):
    x = scaled_levels(energy, field, bands, width)
    g = np.exp(-x * x / 2) / (np.sqrt(2 * np.pi) * width)
    return cyc * field * g.sum(axis=2).mean(axis=1)


def landau_count(energy, field):
    return ndtr(scaled_levels(energy, field, band, sigma)).sum(2).mean(1)


def amplitude(signal, inv_b, freqs, width=sigma):
    """Windowed Fourier amplitude in 1/B with broadening compensated."""
    hann = np.hanning(len(inv_b))
    w = hann * np.exp(2 * (np.pi * width * inv_b / cyc)**2)
    s = w * (signal - np.sum(w * signal) / np.sum(w))
    phase = np.exp(-2j * np.pi * np.outer(np.atleast_1d(freqs), inv_b))
    return np.abs(phase @ s) / hann.sum()


def two_peaks(signal, inv_b):
    freqs = np.arange(4.0, 50.0, 0.01)
    a = amplitude(signal, inv_b, freqs)
    i = np.where((a[1:-1] > a[:-2]) & (a[1:-1] > a[2:]))[0] + 1
    best = np.sort(i[np.argsort(a[i])[-2:]])
    return freqs[best], a[best]


inv_b = np.linspace(1 / b_max, 1 / b_min, 500)
field = 1 / inv_b
level = np.full_like(field, fermi)
signal = landau_dos(level, field)
peaks, heights = two_peaks(signal, inv_b)
split_read = peaks[1] - peaks[0]
delta_read = cyc * split_read
assert abs(delta_read / delta - 1) < 0.02      # finite window in 1/B
assert abs(peaks[1] - f_belly) < 0.3 and abs(peaks[0] - f_neck) < 0.3

# harmonic series against the explicit level sum
series = np.ones_like(field)
for p in range(1, 26):
    mean_cos = np.cos(2 * np.pi * p * (fermi - band[None, :])
                      / (cyc * field[:, None])).mean(axis=1)
    series += (2 * (-1)**p * mean_cos
               * np.exp(-2 * (np.pi * p * sigma / (cyc * field))**2))
assert np.max(np.abs(series - signal)) < 1e-6

# stationary phase against the full zone average
fine_band = band_at((np.arange(400) + 0.5) * np.pi / 400)
low_b = np.linspace(0.8, 2.0, 200)
full = np.cos(2 * np.pi * (fermi - fine_band[None, :])
              / (cyc * low_b[:, None])).mean(axis=1)
stationary = np.zeros_like(low_b)
for th, f, shift in ((0.0, f_belly, -np.pi / 4), (np.pi, f_neck, np.pi / 4)):
    f_second = abs(band_curvature(th)) / cyc
    stationary += (np.sqrt(low_b / f_second) / (2 * np.pi)
                   * np.cos(2 * np.pi * f / low_b + shift))
stationary_error = np.max(np.abs(full - stationary)) / np.max(np.abs(full))
assert stationary_error < 0.04                 # next order in B

# carrier density: formula against counted Landau states at low field
density = (mass * me / (np.pi * hbar**2) * (fermi - coef[0]) * 1e-3 * e
           / (period * 1e-9))
weak = np.array([0.3])
counted = (2 * e * weak[0] / h / (period * 1e-9)
           * landau_count(np.array([fermi]), weak)[0])
assert abs(counted / density - 1) < 1e-3

# Fermi level inside the miniband: the neck line must be absent
inside = 0.7 * delta
inv_in = np.linspace(1 / 3.0, 1 / 0.4, 400)
sig_in = landau_dos(np.full(400, inside), 1 / inv_in, fine_band, 0.2)
false_neck = abs(inside - delta) / cyc
amp_in = amplitude(sig_in, inv_in, [false_neck, inside / cyc], 0.2)
missing_ratio = amp_in[0] / amp_in[1]
assert missing_ratio < 0.1 < heights[0] / heights[1]

# linear Zeeman splitting, enlarged g factor so that the test can fail
mu_b = 1e3 * const.physical_constants['Bohr magneton'][0] / e
g_test = 8.0
zeeman = 0.5 * g_test * mu_b * field
sig_z = 0.5 * (landau_dos(level + zeeman, field)
               + landau_dos(level - zeeman, field))
peaks_z, heights_z = two_peaks(sig_z, inv_b)
assert np.max(np.abs(peaks_z - peaks)) < 0.2
assert abs(heights_z[1] / heights[1]
           - np.cos(np.pi * g_test * mass / 2)) < 0.03
spin_factor = np.cos(np.pi * 0.44 * mass / 2)

# ---------- fixed density instead of fixed Fermi level ----------
target = (fermi - coef[0]) / (cyc * field)
lo, hi = level - 15, level + 15
for _ in range(32):
    mid = (lo + hi) / 2
    too_many = landau_count(mid, field) > target
    hi = np.where(too_many, mid, hi)
    lo = np.where(too_many, lo, mid)
moving = (lo + hi) / 2
peaks_n, _ = two_peaks(landau_dos(moving, field), inv_b)
delta_n = cyc * (peaks_n[1] - peaks_n[0])
assert abs(delta_n / delta - 1) < 0.05

# ---------- layer- and energy-dependent mass ----------
def cyclotron_mass(energy, sign, masses, de=1e-4):
    return H2 * (edge_k_plane_sq(energy + de, sign, masses)
                 - edge_k_plane_sq(energy - de, sign, masses)) / (2 * de)


assert abs(cyclotron_mass(bottom + fermi / 1e3, 1, constant_masses)
           - mass) < 1e-6
bottom_2 = edge_energy(1, two_band_masses)
delta_2 = 1e3 * (edge_energy(-1, two_band_masses) - bottom_2)
fermi_2 = bottom_2 + fermi / 1e3
f2 = [area_frequency(edge_k_plane_sq(fermi_2, s, two_band_masses))
      for s in (1, -1)]
mc = [cyclotron_mass(fermi_2, s, two_band_masses) for s in (1, -1)]
delta_edge_mass = cyc * (f2[0] - f2[1])
delta_cyc_mass = delta_edge_mass * mass / np.mean(mc)


# ---------- misaligned field ----------
def tilted_frequency(theta0, angle):
    phi = (np.arange(180) + 0.5) * 2 * np.pi / 180
    r2 = np.full(180, (fermi - band_at(theta0)) * 1e-3 * mass / H2)
    for _ in range(40):
        th = theta0 - period * np.sqrt(r2) * np.cos(phi) * np.tan(angle)
        r2 = (fermi - band_at(th)) * 1e-3 * mass / H2
    return area_frequency(r2.mean()) / np.cos(angle)


assert abs(tilted_frequency(0.0, 0.0) - f_belly) < 0.02
tilt = np.radians(5.0)
delta_tilt = cyc * (tilted_frequency(0.0, tilt)
                    - tilted_frequency(np.pi, tilt))


# ---------- damping by temperature and scattering ----------
def thermal_factor(temp, b):
    x = 2 * np.pi**2 * const.k * temp / e * 1e3 / (cyc * b)
    return x / np.sinh(x)


def scattering_factor(mobility, b):            # mobility in m^2/(V s)
    return np.exp(-np.pi / (mobility * b))


kt = const.k * 4.2 / e * 1e3
thermal_quad = quad(lambda x: np.cos(2 * np.pi * x * kt / (cyc * b_min))
                    / (4 * np.cosh(x / 2)**2), -40, 40, limit=200)[0]
assert abs(thermal_quad - thermal_factor(4.2, b_min)) < 1e-6
mob = 0.3
half_width = cyc / (2 * mob)                   # hbar/(2 tau), meV
lorentz = 2 * quad(lambda x: half_width / np.pi / (x * x + half_width**2),
                   0, np.inf, weight='cos', wvar=2 * np.pi / (cyc * 5.0))[0]
assert abs(lorentz - scattering_factor(mob, 5.0)) < 1e-5


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("well width", well, "nm", 1)
show("barrier width", barrier, "nm", 1)
show("period", period, "nm", 1)
show("conduction-band step", step, "eV", 2)
show("in-plane mass", mass, "m_e")
show("Fermi level above miniband bottom", fermi, "meV", 1)
show("Gaussian level broadening", sigma, "meV", 1)
show("lowest field", b_min, "T", 1)
show("highest field", b_max, "T", 1)
show("hbar e/m", cyc, "meV/T", 4)
show("miniband bottom above well edge", 1e3 * bottom, "meV", 2)
show("miniband width, plane waves", delta, "meV")
show("miniband width, interface matching", delta_match, "meV")
show("second/first cosine coefficient", coef[2] / coef[1], "", 4)
show("second miniband above first bottom", second_bottom, "meV", 1)
show("mean miniband energy", coef[0], "meV")
print(f"carrier density: {density * 1e-6:.3e} cm^-3")
show("belly frequency from area", f_belly, "T")
show("neck frequency from area", f_neck, "T")
show("m Delta/(hbar e)", split_formula, "T")
show("belly peak read from spectrum", peaks[1], "T", 2)
show("neck peak read from spectrum", peaks[0], "T", 2)
show("peak difference", split_read, "T", 2)
show("recovered miniband width", delta_read, "meV", 2)
show("error of recovered width", 100 * (delta_read / delta - 1), "%", 2)
show("neck/belly peak height", heights[0] / heights[1], "", 2)
show("beat cycles in field window", split_formula * np.ptp(inv_b), "", 2)
show("stationary-phase error, 0.8-2 T", 100 * stationary_error, "%", 2)
show("Fermi level for missing-neck test", inside, "meV", 2)
show("false neck/belly height in that test", missing_ratio, "", 4)
show("spin factor for |g| = 0.44", spin_factor, "", 4)
show("largest Fermi-level shift, fixed density",
     np.max(np.abs(moving - fermi)), "meV", 2)
show("recovered width, fixed density", delta_n, "meV", 2)
show("two-band model: true width", delta_2, "meV", 2)
show("two-band model: belly frequency", f2[0], "T", 2)
show("two-band model: neck frequency", f2[1], "T", 2)
show("two-band model: belly cyclotron mass", mc[0], "m_e", 4)
show("two-band model: neck cyclotron mass", mc[1], "m_e", 4)
show("two-band: width from band-edge mass", delta_edge_mass, "meV", 2)
show("two-band: width from mean cyclotron mass", delta_cyc_mass, "meV", 2)
show("recovered width, field tilted 5 degrees", delta_tilt, "meV", 2)
show("thermal factor, 1.5 K and 1.5 T", thermal_factor(1.5, b_min), "")
show("thermal factor, 4.2 K and 1.5 T", thermal_factor(4.2, b_min), "")
show("lower quantum mobility considered", mob * 1e4, "cm2/Vs", 0)
show("its damping factor at 1.5 T", scattering_factor(mob, b_min), "", 5)
show("its damping factor at 5 T", scattering_factor(mob, 5.0), "")
print("all tests passed")
```

Printed output:

```
well width: 6.0 nm
barrier width: 3.5 nm
period: 9.5 nm
conduction-band step: 0.25 eV
in-plane mass: 0.067 m_e
Fermi level above miniband bottom: 55.0 meV
Gaussian level broadening: 1.0 meV
lowest field: 1.5 T
highest field: 8.0 T
hbar e/m: 1.7279 meV/T
miniband bottom above well edge: 57.43 meV
miniband width, plane waves: 20.030 meV
miniband width, interface matching: 20.030 meV
second/first cosine coefficient: -0.0668
second miniband above first bottom: 145.4 meV
mean miniband energy: 9.341 meV
carrier density: 1.345e+18 cm^-3
belly frequency from area: 31.831 T
neck frequency from area: 20.239 T
m Delta/(hbar e): 11.592 T
belly peak read from spectrum: 31.83 T
neck peak read from spectrum: 20.23 T
peak difference: 11.60 T
recovered miniband width: 20.04 meV
error of recovered width: 0.07 %
neck/belly peak height: 0.76
beat cycles in field window: 6.28
stationary-phase error, 0.8-2 T: 0.74 %
Fermi level for missing-neck test: 14.02 meV
false neck/belly height in that test: 0.0002
spin factor for |g| = 0.44: 0.9989
largest Fermi-level shift, fixed density: 1.13 meV
recovered width, fixed density: 19.97 meV
two-band model: true width: 16.31 meV
two-band model: belly frequency: 34.98 T
two-band model: neck frequency: 24.97 T
two-band model: belly cyclotron mass: 0.0761 m_e
two-band model: neck cyclotron mass: 0.0764 m_e
two-band: width from band-edge mass: 17.30 meV
two-band: width from mean cyclotron mass: 15.21 meV
recovered width, field tilted 5 degrees: 19.83 meV
thermal factor, 1.5 K and 1.5 T: 0.855
thermal factor, 4.2 K and 1.5 T: 0.352
lower quantum mobility considered: 3000 cm2/Vs
its damping factor at 1.5 T: 0.00093
its damping factor at 5 T: 0.123
all tests passed
```
